# Interference in the dielectric stopping of two correlated point charges

Atomic units are used in the algebra ($e=m_e=\hbar=1$). Two point charges $Z_1$ and $Z_2$ move with the same constant velocity $\mathbf v$, at $\mathbf r_1=\mathbf vt$ and $\mathbf r_2=\mathbf vt+\mathbf R$. The subscripts $\parallel$ and $\perp$ denote components along and across $\mathbf v$. The medium is homogeneous, isotropic and nonmagnetic, the speed is nonrelativistic, and the response is linear, with longitudinal dielectric function $\varepsilon(k,\omega)$. Fields are expanded in $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$ with measure $d^3k/(2\pi)^3$. The stopping $S$ is the energy lost by the pair per unit path, a positive quantity, and the loss function is

$$L(k,\omega)=\operatorname{Im}\left[-\frac1{\varepsilon(k,\omega)}\right].$$

Since real sources produce real fields, $\varepsilon(k,-\omega)=\varepsilon^*(k,\omega)$. Hence $L$ is odd in $\omega$, while $A=\operatorname{Re}(1/\varepsilon)-1$ is even. A passive medium has $\omega L\ge0$.

The charge density of the pair has the Fourier amplitude $\rho(\mathbf k)e^{-i\mathbf k\cdot\mathbf vt}$, where $\rho(\mathbf k)=Z_1+Z_2e^{-i\mathbf k\cdot\mathbf R}$. Each component therefore drives the medium at $\omega=\mathbf k\cdot\mathbf v$. Subtracting the vacuum potential from the total potential leaves the induced part,

$$\phi_{\rm ind}(\mathbf r,t)=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\rho(\mathbf k)\left[\frac1\varepsilon-1\right]e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)} .$$

The force on ion $i$ is $-Z_i\nabla\phi_{\rm ind}$, so its drag is $D_i=Z_i\,\hat{\mathbf v}\cdot\nabla\phi_{\rm ind}(\mathbf r_i)$. The gradient brings down $ik_\parallel$, and $i(1/\varepsilon-1)=i(A-iL)=L+iA$. For the first ion,

$$D_1=Z_1\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi k_\parallel}{k^2}(L+iA)\left(Z_1+Z_2e^{-i\mathbf k\cdot\mathbf R}\right).$$

Under $\mathbf k\to-\mathbf k$ both $k_\parallel$ and $L$ change sign and $A$ does not. In the self term, $k_\parallel L$ survives and $k_\parallel A$ integrates to zero. In the cross term,

$$(L+iA)(\cos\mathbf k\cdot\mathbf R-i\sin\mathbf k\cdot\mathbf R)=L\cos\mathbf k\cdot\mathbf R+A\sin\mathbf k\cdot\mathbf R+i(A\cos\mathbf k\cdot\mathbf R-L\sin\mathbf k\cdot\mathbf R).$$

After multiplication by $k_\parallel$ the first two terms are even and the last two odd. For the second ion the phase factor is $e^{+i\mathbf k\cdot\mathbf R}$, which reverses the sine. Thus

$$D_1=Z_1^2S_0+Z_1Z_2(I+J),\qquad D_2=Z_2^2S_0+Z_1Z_2(I-J),$$

$$I(\mathbf R)=\frac1{2\pi^2}\int d^3k\,\frac{k_\parallel L}{k^2}\cos\mathbf k\cdot\mathbf R,\qquad J(\mathbf R)=\frac1{2\pi^2}\int d^3k\,\frac{k_\parallel A}{k^2}\sin\mathbf k\cdot\mathbf R,$$

and $S_0=I(0)$ is the stopping of one unit charge. The term $J$ transfers drag from one ion to the other and cancels in the sum. The direct Coulomb forces are equal and opposite and cancel as well. The pair stopping is

$$S=(Z_1^2+Z_2^2)S_0+2Z_1Z_2I(\mathbf R).$$

To reduce $I$ to a double integral, take polar coordinates about $\mathbf v$, with $k_\parallel=k\mu=\omega/v$ and $d\mu=d\omega/(kv)$. Then

$$d^3k\,\frac{k_\parallel}{k^2}=dk\,d\varphi\,\frac{d\omega}{kv}\,\frac{\omega}{v}=\frac{1}{v^2}\frac{dk}{k}\,\omega\,d\omega\,d\varphi .$$

The phase is $\mathbf k\cdot\mathbf R=\omega R_\parallel/v+k_\perp R_\perp\cos\varphi$, with $k_\perp=\sqrt{k^2-\omega^2/v^2}$. The azimuthal integral of $\cos(a+b\cos\varphi)$ is $2\pi\cos a\,J_0(b)$, where $J_0$ is the Bessel function. The remaining integrand is even in $\omega$, so the range $-kv<\omega<kv$ gives twice the positive half:

$$I(\mathbf R)=\frac2{\pi v^2}\int_0^\infty\frac{dk}k\int_0^{kv}\!d\omega\,\omega L\cos\frac{\omega R_\parallel}v\,J_0\!\left(R_\perp\sqrt{k^2-\frac{\omega^2}{v^2}}\right).$$

Now let the pair axes be distributed isotropically at fixed $R$. For every $\mathbf k$ the average over directions of $\mathbf R$ is

$$\langle\cos\mathbf k\cdot\mathbf R\rangle=\frac12\int_{-1}^1\cos(kRx)\,dx=\frac{\sin kR}{kR}.$$

With $G(k)=\int_0^{kv}\omega L\,d\omega\ge0$, this gives

$$\bar I(R)=\frac2{\pi v^2}\int_0^\infty\frac{dk}k\,G(k)\frac{\sin kR}{kR},\qquad \bar S=(Z_1^2+Z_2^2)S_0+2Z_1Z_2\bar I(R).$$

Both limits follow when $S_0$ is finite, that is, when $G/k$ is integrable. The factor $\sin(kR)/(kR)$ never exceeds one in magnitude, so by dominated convergence the limit may be taken under the integral. As $R\to0$ the factor tends to one and $\bar S\to(Z_1+Z_2)^2S_0$, the stopping of the united charge. As $R\to\infty$ it tends to zero at every $k>0$, and

$$\bar S\to(Z_1^2+Z_2^2)S_0 .$$

This is independent stopping. If $G/k^2$ is also integrable, then $R\bar I$ is proportional to $\int(G/k^2)\sin kR\,dk$, which vanishes by the Riemann–Lebesgue lemma. The averaged interference then falls faster than $1/R$.

Whether the average is needed depends on the medium. If $L$ is an ordinary function and $S_0$ is finite, $k_\parallel L/k^2$ is integrable over three-dimensional $\mathbf k$ space, and the same lemma makes $I(\mathbf R)$ vanish for each fixed direction. An undamped plasmon is different, because $L$ is then a delta function and the loss is concentrated on a surface in $\mathbf k$ space. Without dispersion this surface is the plane $k_\parallel=\omega_p/v$, where $\omega_p$ is the plasma frequency. An aligned pair has $\mathbf R$ normal to the plane, so all its points share one phase. With a wave-number cutoff $k_c$,

$$I=\frac{\omega_p^2}{v^2}\cos\frac{\omega_pR}{v}\,\ln\frac{k_cv}{\omega_p},$$

which oscillates without decay. The orientation average removes this term because other directions of $\mathbf R$ do not share that phase.

A model with dispersion makes the result explicit. For $\omega>0$ take

$$\omega L=\frac{\pi\omega_p^2}2\delta(\omega-\omega_k),\qquad \omega_k^2=\omega_p^2+\beta^2k^2+\frac{k^4}4 .$$

The weight satisfies the sum rule $\int_0^\infty\omega L\,d\omega=\pi\omega_p^2/2$. The term $k^4/4=(k^2/2)^2$ gives free-electron recoil at large $k$, and $\beta^2=3v_F^2/5$, with $v_F$ the Fermi speed, gives hydrodynamic dispersion at small $k$. A mode is excited if $\omega_k<kv$. Squaring, and writing $w^2=v^2-\beta^2$, gives

$$\frac{k^4}4-w^2k^2+\omega_p^2<0,\qquad k_\pm^2=2\left[w^2\pm\sqrt{w^4-\omega_p^2}\right].$$

This window exists for $w^2>\omega_p$; below that speed the model has no loss. Inside it $G=\pi\omega_p^2/2$, and outside it $G=0$, so

$$S_0=\frac{\omega_p^2}{v^2}\ln\frac{k_+}{k_-},\qquad \bar I=\frac{\omega_p^2}{v^2}\int_{k_-}^{k_+}\frac{\sin kR}{k^2R}\,dk .$$

With $x=kR$ the last integrand becomes $\sin x\,dx/x^2$. Define its tail and integrate by parts:

$$T(X)=\int_X^\infty\frac{\sin x}{x^2}dx=\frac{\sin X}X+\int_X^\infty\frac{\cos x}x\,dx=\frac{\sin X}X-\operatorname{Ci}(X),$$

where $\operatorname{Ci}(X)=-\int_X^\infty\cos x\,dx/x$. The interference ratio is therefore

$$\bar g(R)=\frac{\bar I}{S_0}=\frac{T(k_-R)-T(k_+R)}{\ln(k_+/k_-)} .$$

For equal charges, $1+\bar g$ is the ratio of pair stopping to independent stopping. Two ranges of $R$ are instructive. When $k_-R\ll1\ll k_+R$, the expansion $\operatorname{Ci}(X)\approx\gamma_E+\ln X$, with Euler's constant $\gamma_E\approx0.577$, gives

$$\bar g\approx\frac{1-\gamma_E+\ln[1/(k_-R)]}{\ln(k_+/k_-)} .$$

Apart from a constant, the numerator counts the logarithmic range of modes with $k<1/R$, which respond to the pair as one charge. When $k_-R\gg1$, integrating the definition of $T$ by parts the other way gives

$$T(X)=\frac{\cos X}{X^2}-2\int_X^\infty\frac{\cos x}{x^3}\,dx ,$$

with a remainder no larger than $4/X^3$. The averaged interference thus decays as $1/R^2$, with sign changes. For an aligned pair in the same model,

$$I=\frac{\omega_p^2}{v^2}\int_{k_-}^{k_+}\frac{dk}{k}\cos\frac{\omega_kR}{v} .$$

Here $\omega_k$ rises steadily with $k$, so there is no stationary phase, and integration by parts leaves endpoint terms of order $1/R$. Dispersion does restore decay along the axis, but one power of $R$ more slowly. Because $\omega_k$ is nearly flat at $k_-$, this law sets in late: in the silicon example below, $R$ times the envelope of $I/S_0$ is 4.4 Å at 20 Å and 7.1 Å at 60 Å, and it approaches its limit of 10.3 Å only beyond a few hundred Å.

The loss formula can also be reached without forces on the ions, by following the energy of the medium. Let $n_{\mathbf k}$ be the change in electron density. Continuity and Newton's law, with the restoring terms contained in $\omega_k$, give

$$\ddot n_{\mathbf k}+\omega_k^2n_{\mathbf k}=\omega_p^2\rho(\mathbf k)e^{-i\Omega t},\qquad\Omega=\mathbf k\cdot\mathbf v .$$

The longitudinal electron velocity has magnitude $|\dot n_{\mathbf k}|/(n_0k)$, with $n_0=\omega_p^2/4\pi$ the mean density. The kinetic energy per mode is therefore $|\dot n_{\mathbf k}|^2/(2n_0k^2)=2\pi|\dot n_{\mathbf k}|^2/(k^2\omega_p^2)$. Adding the harmonic potential energy,

$$W=\int\!\frac{d^3k}{(2\pi)^3}\frac{2\pi}{k^2\omega_p^2}\left(|\dot n_{\mathbf k}|^2+\omega_k^2|n_{\mathbf k}|^2\right).$$

The combination $a=\dot n_{\mathbf k}-i\omega_kn_{\mathbf k}$ obeys $\dot a=-i\omega_ka+\omega_p^2\rho e^{-i\Omega t}$. Starting from rest, $|a|^2=\omega_p^4|\rho|^2\sin^2(\xi t)/\xi^2$ with $\xi=(\Omega-\omega_k)/2$. The combination with the opposite sign contributes equally after $\mathbf k\to-\mathbf k$, and the bracket in $W$ is half the sum of the two squares. At long times $\sin^2(\xi t)/\xi^2\to\pi t\,\delta(\xi)=2\pi t\,\delta(\Omega-\omega_k)$, hence

$$\frac Wt\to\frac{\omega_p^2}{2\pi}\int\frac{d^3k}{k^2}|\rho(\mathbf k)|^2\delta(\mathbf k\cdot\mathbf v-\omega_k).$$

This equals $vS$ for the model, since $|\rho|^2=Z_1^2+Z_2^2+2Z_1Z_2\cos\mathbf k\cdot\mathbf R$.

As an example, let a 400000 eV H$_2^+$ ion enter silicon and separate at the surface into two protons of 200000 eV each. The energy is chosen so that $Z/v=0.35$ is fairly small. Rough typical inputs are a separation of 1.06 Å, a lattice constant of 5.43 Å and four valence electrons per atom. They give $v=2.829$ and a plasmon energy of 16.60 eV, or $\omega_p=0.610$. The window runs from 0.4226 to 10.31 Å$^{-1}$, so its logarithm is 3.195 and

$$S_0=\frac{0.610^2}{2.829^2}\times3.195=0.1485\ \text{a.u.}=7.64\ \text{eV/Å}.$$

For these protons the energy stored in the density oscillators, evaluated between two finite times, gives $S_0=7.636$ eV/Å against 7.637 from the formula. For a pair separated by 0.794 Å along and 1.058 Å across the motion, it gives $I=2.632$ eV/Å against 2.631.

At the initial separation $k_-R=0.448$, and the logarithmic estimate gives $\bar g\approx(0.423+0.803)/3.195=0.38$. The full expression gives 0.390. The averaged pair stopping is $2\times7.637\times1.390=21.2$ eV/Å, compared with 15.3 eV/Å for independent protons. At fixed speed, the interference ratio varies with separation as follows; it is $\bar I/S_0$ for the average and $I/S_0$ for pairs parallel or perpendicular to $\mathbf v$.

| $R$ (Å) | averaged | parallel | perpendicular |
|---|---:|---:|---:|
| 1.06 | 0.390 | 0.383 | 0.275 |
| 2 | 0.203 | 0.145 | 0.161 |
| 5 | 0.002 | −0.342 | 0.030 |
| 20 | −0.0016 | −0.218 | −0.0030 |
| 50 | −0.0004 | −0.132 | 0.00005 |

At 1.06 Å the average exceeds both end values, so some oblique orientations must interfere more strongly than either. Between 40 and 60 Å the largest sampled magnitude is 0.148 for parallel pairs and 0.0009 for the average. At these distances independent stopping holds for the averaged ensemble, but not for an aligned pair in the undamped model.

Damping can be included through $1/\varepsilon=1+\omega_p^2/[\omega(\omega+i\gamma)-\omega_k^2]$. With a rough width $\gamma$ of 4 eV, $S_0$ falls to 7.22 eV/Å and $\bar g$ at 1.06 Å to 0.371. The wake behind each ion now fades roughly as $e^{-\gamma R/(2v)}$, with $2v/\gamma\approx20$ Å, so the slow decay of the parallel column in the table does not carry over to silicon. For an aligned pair at that separation the drags are 8.67 eV/Å on the leading proton and 10.82 eV/Å on the trailing one. Half their difference gives $J=1.07$ eV/Å. Half their sum, less $S_0$, gives $I=2.53$ eV/Å.

The protons also repel, so $R$ grows with depth. For bare repulsion from rest at $R_0$, with proton mass $M$ and reduced mass $M/2$, energy conservation reads $M\dot R^2/4=1/R_0-1/R$. Setting $R=R_0\cosh^2\eta$ and integrating gives

$$t=\frac{\sqrt{MR_0^3}}2\left(\eta+\sinh\eta\cosh\eta\right).$$

The separation doubles at $\cosh\eta=\sqrt2$, after a depth $vt=209$ Å. Since $\dot R\ll v$, the rigid-pair formula is a reasonable approximation at each instant. If the orientations stay isotropic, the mean excess loss is $\int2\bar I(R(t))\,v\,dt$. Followed to a separation of 63.6 Å at fixed $v$ in the undamped model, it amounts to 1207 eV for the pair. That separation is reached only at a depth of about 5700 Å, but about 1180 eV is already gained in the first 310 Å, where the speed has hardly changed. With the 4 eV width the total falls to about 1100 eV. This is a reference value for isotropic pairs, not a prediction. The wake forces are of order 1 eV/Å, and the bare repulsion has fallen to 1.6 eV/Å at a separation of 3 Å. The wake can therefore turn the pair axis towards $\mathbf v$. The effect on the excess is not fixed by this argument: with the 4 eV width and no other deflection it roughly halves the excess, a narrower plasmon can even reverse its sign, and multiple scattering on the silicon nuclei, which turns the axis away from $\mathbf v$, can remove most of the reduction. An energy deficit acquired near the surface shortens the path by roughly the deficit divided by the entrance stopping, here $1207/15.27=79$ Å. Screening the repulsion with length $v/\omega_p$ changes the excess to 1266 eV and the shift to 83 Å.

In real silicon these values are estimates. One sizeable omission is the inner shells. A crude binary-collision estimate with electrons initially at rest adds 3.28 eV/Å per proton and lowers $\bar g$ at 1.06 Å from 0.39 to 0.28. The 2p electrons in fact move faster than the proton, at about 5 a.u. against 2.8, so this estimate is probably too high, perhaps by a factor of two. If it is used all the same and the excess loss stays at 1207 eV, the shift falls to $1207/[2(7.64+3.28)]\approx55$ Å. Against a proton range of very roughly 20000 Å, either shift is below one percent. It is also smaller than the spread caused by the protons' mutual repulsion, which, if unscreened and without wake forces, changes individual proton energies by 1346 eV rms, or about $1346/7.64=176$ Å in path with valence stopping alone. The initial separation matters too: $\bar g$ is 0.48 at 0.80 Å and 0.33 at 1.30 Å. A proton carrying a bound 1s electron would have only 0.34 of the bare-proton stopping in this model, so charge-state fractions would be needed for a quantitative prediction.

Linear response itself omits higher powers of the charge. The established Bloch correction, $\psi(1)-\operatorname{Re}\psi(1+iZ/v)$ with $\psi$ the digamma function, is −4% of the stopping logarithm for $Z=1$ and −13% for a united charge $Z=2$. The parameter $Z\omega_p/v^3$, which governs the Barkas correction, is 0.027 for one proton; its coefficient is not evaluated here. Crystal channelling, multiple scattering on the target nuclei and the turning of the pair axis by wake forces are also left out. Multiple scattering gives transverse relative speeds comparable to those of the Coulomb explosion and separates the protons faster. All three can make the orientations anisotropic, and the averaged formula then no longer applies: $I(\mathbf R)$ must be averaged over the actual distribution. Channelling also breaks the homogeneity assumed in deriving $I(\mathbf R)$, so there the average alone is not enough. The numerical output lists the remaining values.

## Numbers as computed

```
energy per proton: 200000 eV
initial separation: 1.06 angstrom
silicon lattice constant: 5.43 angstrom
proton speed: 2.8294 a.u.
Fermi speed: 0.9572 a.u.
plasmon energy: 16.60 eV
plasmon width: 4.0 eV
lower wave number: 0.4226 1/angstrom
upper wave number: 10.3114 1/angstrom
stopping logarithm: 3.1947
one-proton stopping S0: 7.637 eV/angstrom
one-proton stopping S0: 0.14852 a.u.
independent pair: 15.275 eV/angstrom
averaged pair: 21.225 eV/angstrom
averaged pair: 0.41276 a.u.
R (angstrom), g averaged, g parallel, g perpendicular
  0.80   0.475553   0.501081   0.363397
  1.06   0.389553   0.382777   0.275165
  1.30   0.326358   0.333734   0.275757
  2.00   0.203392   0.145442   0.160788
  5.00   0.002485  -0.341746   0.029671
 10.00  -0.011631   0.054374  -0.000614
 20.00  -0.001550  -0.218348  -0.002972
 50.00  -0.000402  -0.131555   0.000048
max |g| 40-60 angstrom, parallel: 0.14762
max |g| 40-60 angstrom, averaged: 0.000867
time-domain S0: 7.636 eV/angstrom
time-domain test R parallel: 0.794 angstrom
time-domain test R perpendicular: 1.058 angstrom
time-domain I: 2.632 eV/angstrom
formula I, same pair: 2.631 eV/angstrom
damped S0: 7.217 eV/angstrom
damped averaged g at bond: 0.3714
damped drag, leading: 8.670 eV/angstrom
damped drag, trailing: 10.817 eV/angstrom
depth to double R, bare: 208.8 angstrom
depth to double R, screened: 219.0 angstrom
final R of path integral: 63.6 angstrom
excess pair loss, bare: 1206.8 eV
excess pair loss, screened: 1266.3 eV
depth shift, bare: 79.0 angstrom
depth shift, screened: 82.9 angstrom
explosion energy shift, maximum: 2331 eV per proton
explosion energy shift, rms: 1346 eV per proton
inner-shell stopping, rough: 3.276 eV/angstrom
averaged g with inner shells: 0.2783
H atom / proton stopping: 0.3426
Bloch correction / logarithm, Z=1: -0.0425
Bloch correction / logarithm, Z=2: -0.1333
Barkas parameter wp/v^3, Z=1: 0.0269
```
